\section*{Equality of forces at constant electron chemical potential and constant charge, part 2}

The problem is to compare the force on a nucleus at coordinate $R$ when a reservoir fixes the electron chemical potential $\mu$ with the force at fixed mean electron number $N$. Hartree atomic units are used, and $T$ is the temperature. The energy $E$ includes the nuclear repulsion and the countercharge, and $\mu$ is measured from a potential independent of $R$.

A trial state $X$ with entropy $S$ has free energy $\mathcal A[X;R]=E[X;R]-TS[X]$. Its minimum at fixed $N$ is $A(N,R)$, strictly convex in $N$ if $E$ is convex in $X$. The grand potential is $\Omega(\mu,R)=\min_N[A(N,R)-\mu N]=\min_X\{\mathcal A[X;R]-\mu N[X]\}$, with the minimum at $N(\mu,R)$. In the exact theory $X$ is a density operator $\Gamma$ on Fock space, which contains all electron numbers, and $\mathcal A[\Gamma;R]=\mathrm{Tr}\,\Gamma\hat H(R)+k_BT\,\mathrm{Tr}\,\Gamma\ln\Gamma$, with Hamiltonian $\hat H$; $\hat N$ is the number operator.

Subscripts on $A$ and $\Omega$ denote partial derivatives. The first derivation used $A_N=\mu$ at $N(\mu,R)$:
\begin{align}
\left(\frac{\partial\Omega}{\partial R}\right)_\mu
&=A_R+A_N\left(\frac{\partial N}{\partial R}\right)_\mu
-\mu\left(\frac{\partial N}{\partial R}\right)_\mu\nonumber\\
&=A_R+(A_N-\mu)\left(\frac{\partial N}{\partial R}\right)_\mu=A_R .
\label{eq:chain}
\end{align}
So the two forces are equal at matching charge. It also gave
\begin{equation}
\left(\frac{\partial A}{\partial R}\right)_\mu
=A_R+\mu\left(\frac{\partial N}{\partial R}\right)_\mu .
\label{eq:wrongA}
\end{equation}
\begin{equation}
\left(\frac{\partial E}{\partial R}\right)_N
=A_R+T\left(\frac{\partial S}{\partial R}\right)_N .
\label{eq:wrongE}
\end{equation}
\begin{align}
\Omega_{RR}&=A_{RR}+A_{RN}\left(\frac{\partial N}{\partial R}\right)_\mu
=A_{RR}-\frac{A_{RN}^2}{A_{NN}} .
\label{eq:curvature}
\end{align}
For a displacement from $R_0$ to $R_1$, with $N_0=N(\mu,R_0)$ and $N_1=N(\mu,R_1)$, the changes $\Delta\Omega$ at fixed $\mu$ and $\Delta A$ at fixed $N_0$ obey
\begin{align}
\Delta A-\Delta\Omega
&=[A(N_0,R_1)-\mu N_0]-[A(N_1,R_1)-\mu N_1]\nonumber\\
&=\int_{N_0}^{N_1}[\mu-A_N(N,R_1)]\,dN\ \ge0 .
\label{eq:finite}
\end{align}
If instead $w=\mu-v_{\rm ref}$ is fixed, where $v_{\rm ref}$ is an electron's potential energy at a reference point,
\begin{equation}
\left(\frac{d(A-\mu N)}{dR}\right)_w
=\Omega_R+\Omega_\mu\frac{d\mu}{dR}
=A_R-N\frac{dv_{\rm ref}}{dR}.
\label{eq:moving}
\end{equation}
The second derivation, which now follows, works with the state itself.

\subsection{The self-consistent state}

Take a mean-field model with orthonormal site orbitals and spin degeneracy. Let $P$ be the density matrix for one spin, $h(R)$ the real symmetric one-electron matrix, $Z_i$ the core charges, $q_i=Z_i-2P_{ii}$ the net site charges, $\gamma(R)$ the Coulomb matrix and $U(R)$ the core repulsion. Then $N=2\,\mathrm{Tr}\,P$ and
\begin{align}
\mathcal A[P;R]={}&2\,\mathrm{Tr}(Ph)+\tfrac12q^{T}\gamma q+U\nonumber\\
&+2k_BT\,\mathrm{Tr}[P\ln P+(1-P)\ln(1-P)] .
\label{eq:mf}
\end{align}
Vary $P$ by $\delta P$. The site charges change by $\delta q_i=-2\delta P_{ii}$, so the symmetric Coulomb term changes by $\delta q^{T}\gamma q=2\sum_i\delta P_{ii}v_i$ with
\begin{equation}
v_i=-\sum_j\gamma_{ij}q_j .
\label{eq:v}
\end{equation}
The minus sign means that a positive site charge lowers the electron energy nearby. For the entropy, cyclic invariance of the trace gives $\delta\,\mathrm{Tr}\,g(P)=\mathrm{Tr}\,g'(P)\delta P$, and here $g'(P)=\ln P-\ln(1-P)$. With $H=h+\mathrm{diag}(v)$, stationarity of $\mathcal A-\mu N$ reads
\begin{equation}
2\,\mathrm{Tr}\,\delta P\left[H-\mu+k_BT\ln\frac{P}{1-P}\right]=0 .
\label{eq:stationary}
\end{equation}
Since $\delta P$ is an arbitrary symmetric matrix, the bracket vanishes, and
\begin{equation}
P=\left[1+e^{(H-\mu)/k_BT}\right]^{-1}.
\label{eq:fermi}
\end{equation}
This is the Fermi--Dirac distribution in a Hamiltonian that depends on $P$ through $v$. The logarithm diverges at eigenvalues zero and one, which keeps the minimum away from these limits.

\subsection{The force}

Let $D\mathcal A[\delta P]$ denote the first-order change of $\mathcal A$ at fixed $R$. Equation (\ref{eq:stationary}) says
\begin{equation}
D\mathcal A[\delta P]=2\mu\,\mathrm{Tr}\,\delta P .
\label{eq:first}
\end{equation}
At fixed $\mu$ the state changes at a rate $P'=(\partial P/\partial R)_\mu$, and
\begin{align}
\left(\frac{\partial\Omega}{\partial R}\right)_\mu
&=\left(\frac{\partial\mathcal A}{\partial R}\right)_P
+D\mathcal A[P']-2\mu\,\mathrm{Tr}\,P'
=\left(\frac{\partial\mathcal A}{\partial R}\right)_P .
\label{eq:forceMu}
\end{align}
At fixed $N$ the state changes at a different rate, $\dot P=(\partial P/\partial R)_N$, with $\mathrm{Tr}\,\dot P=0$. Equation (\ref{eq:first}) still holds at the starting point, because the state there is the same. Hence
\begin{align}
\left(\frac{\partial A}{\partial R}\right)_N
&=\left(\frac{\partial\mathcal A}{\partial R}\right)_P+2\mu\,\mathrm{Tr}\,\dot P
=\left(\frac{\partial\mathcal A}{\partial R}\right)_P .
\label{eq:forceN}
\end{align}
The right sides coincide, which proves the result again. At frozen $P$ the charges $q$ and the entropy do not change, so the common force is
\begin{equation}
F=-2\,\mathrm{Tr}\left(P\frac{\partial h}{\partial R}\right)
-\frac12q^{T}\frac{\partial\gamma}{\partial R}q-\frac{dU}{dR}.
\label{eq:explicit}
\end{equation}
Neither $\mu$ nor the entropy appears explicitly; both act through $P$.

If the orbitals have an overlap matrix $s(R)$, then $N=2\,\mathrm{Tr}(Ps)$ depends on $R$ at frozen $P$, and both (\ref{eq:forceMu}) and (\ref{eq:forceN}) acquire the extra term $-\mu(\partial N/\partial R)_P$. The two forces remain equal, but (\ref{eq:explicit}) no longer gives them. Setting $P=s^{-1/2}\tilde P s^{-1/2}$ gives $N=2\,\mathrm{Tr}\,\tilde P$ and removes this dependence. The derivative at frozen $\tilde P$ then contains extra terms from $s(R)$, the Pulay terms.

\subsection{The exact ensemble and integer charge}

For a Fock-space density operator, stationarity under $\mathrm{Tr}\,\delta\Gamma=0$ makes $\hat H-\mu\hat N+k_BT\ln\Gamma$ a constant. Thus $\Gamma=e^{-(\hat H-\mu\hat N)/k_BT}/\Xi$, where $\Xi$ normalises the trace, and insertion gives $\Omega=-k_BT\ln\Xi$. Since $\hat H$ conserves the electron number, $\Xi=\sum_Me^{\mu M/k_BT}\mathcal Z_M$, with $\mathcal Z_M$ the partition function for exactly $M$ electrons. With $A^{\rm int}_M=-k_BT\ln\mathcal Z_M$,
\begin{equation}
-\left(\frac{\partial\Omega}{\partial R}\right)_\mu
=\sum_Mp_M\left(-\frac{dA^{\rm int}_M}{dR}\right),
\quad p_M=\frac{e^{\mu M/k_BT}\mathcal Z_M}{\Xi}.
\label{eq:sectors}
\end{equation}
The force is an average over charge states. Even when the mean is an integer, it generally differs from the force with the electron number strictly fixed at that integer.

As an example, take two sites a distance $R=4$ bohr apart, with zero site energies, hopping $-0.1\,e^{-(R-5)/2}$ Ha, on-site repulsion $0.4$ Ha, intersite repulsion $1/\sqrt{R^2+2.5^2}$ Ha and $k_BT=0.05$ Ha, diagonalised in the full Fock space at mean electron number one. No core repulsion is included. The electronic force is $-0.08135$ Ha/bohr both at fixed $\mu$ and at fixed mean $N$. With strictly one electron it is $-0.08221$ Ha/bohr, about 1\% larger in magnitude. This temperature is about $15\,800$ K; at $k_BT=0.01$ Ha the other charge states are hardly occupied and the two forces agree to all digits shown.

\subsection{What each derivation assumes}

The first derivation needs a differentiable function $A(N,R)$ with $A_{NN}\neq0$ and a $\mu$ equal to $A_N$. It does not ask how $A$ was obtained, so it also covers energies that are not minima of a functional. If the $\mu$ in use differs from $A_N$, equation (\ref{eq:chain}) gives the error in the slope of $A-\mu N$: it is $(A_N-\mu)(\partial N/\partial R)_\mu$.

The second derivation needs a functional that is stationary at the computed state, a state that varies smoothly with $R$, and in the form written above, an electron number with no explicit dependence on $R$; an explicit dependence adds the same term $-\mu(\partial N/\partial R)_P$ to both slopes and leaves them equal. In return it gives (\ref{eq:explicit}), which requires no derivative of the state.

Neither differentiation needs a minimum; stationarity suffices. If an approximate functional gives $A_{NN}<0$ at some $N$, the force identity holds on that smooth branch. The point is then a local maximum of $A-\mu N$ in $N$, however, and the minimum defining $\Omega$ lies elsewhere.

Both derivations fail where the state jumps. At $T=0$ the exact $\Omega$ is the lowest of the values $E_M(R)-\mu M$, with $E_M$ the ground-state energy for $M$ electrons. Where two of them cross, $\Omega$ has a kink if their slopes differ, and the force at constant potential has two one-sided values. Away from crossings the charge is constant and the forces agree.

\subsection{A charged row above a grounded plane}

The model has round parameters and represents no particular material. Six electrode sites lie in a row, 5 bohr apart, at height $L=12$ bohr above a grounded plane. An adatom hangs at distance $R=4$ bohr below the centre of the row. Sites at distance $d$ are coupled by hopping $-0.1\,e^{-(d-5)/2}$ and repel with energy $0.02\,e^{-(d-5)}$, with $d$ in bohr and energies in Ha. The on-site energies are $-0.20$ Ha in the row and $-0.25$ Ha on the adatom, each core has charge one, and $k_BT=0.01$ Ha, which is about 3160 K; the numbers below belong to this high electronic temperature.

With $a=2.5$ bohr, and $d^{\rm im}_{ij}$ the distance from site $i$ to the mirror image of site $j$,
\begin{equation}
\gamma_{ij}=\frac1{\sqrt{d_{ij}^2+a^2}}-\frac1{\sqrt{(d^{\rm im}_{ij})^2+a^2}} .
\label{eq:gamma}
\end{equation}
The second term comes from the image charges and keeps the plane at zero potential. The softened kernel is a positive superposition of Gaussians in distance, which have positive Fourier transforms, so its quadratic form is non-negative for any set of charges. Applied to the charges $q$ and their images $-q$ together, that form equals $2q^T\gamma q$. The Coulomb energy is therefore convex in $P$, and $A$ is strictly convex in $N$.

The neutral system has $N=7$ and $\mu=-0.1559$ Ha. Imposing $\mu=-0.1$ Ha draws in electrons until $N=7.4434$. A separate calculation at this fixed $N$ returns $\mu=-0.1$ Ha and $A=-2.22357$ Ha, so
\begin{equation}
\Omega=-2.22357+0.1\times7.4434=-1.47923\ \text{Ha},
\label{eq:omegaNumber}
\end{equation}
in agreement with the fixed-$\mu$ calculation and with a direct minimisation of $A-\mu N$.

The slope of $\Omega$ at fixed $\mu$, the slope of $A$ at fixed $N$ and expression (\ref{eq:explicit}) all give
\begin{equation}
F=-0.05957\ \text{Ha/bohr}=-3.063\ \text{eV/\AA} .
\label{eq:forceNumber}
\end{equation}
The negative sign pulls the adatom back towards the row. At neutral charge the force is $-0.06618$ Ha/bohr, 11\% larger in magnitude than at the matching charge, so the matching condition matters.

Two other slopes show what must not be used as a force. With $(\partial N/\partial R)_\mu=0.1311$ electrons/bohr, (\ref{eq:wrongA}) gives
\begin{equation}
-\left(\frac{\partial A}{\partial R}\right)_\mu
=-0.05957+0.1\times0.1311=-0.04646\ \text{Ha/bohr}.
\label{eq:wrongNumber}
\end{equation}
With $T(\partial S/\partial R)_N=0.00662$ Ha/bohr, (\ref{eq:wrongE}) gives $-(\partial E/\partial R)_N=-0.05957-0.00662=-0.06619$ Ha/bohr; the unrounded value is $-0.06618$. This nearly equals the force at neutral charge, but the two belong to different electron numbers, and no relation derived here makes them equal.

The second derivatives are $A_{NN}=0.12459$ Ha and $A_{RN}=-0.01633$ Ha/bohr per electron. The curvature at fixed charge is $-0.03632$ Ha/bohr$^2$, and (\ref{eq:curvature}) gives
\begin{equation}
\Omega_{RR}=-0.03632-\frac{(0.01633)^2}{0.12459}=-0.03846\ \text{Ha/bohr}^2,
\label{eq:curvNumber}
\end{equation}
as found from forces at fixed $\mu$. The reservoir shifts the curvature by about 6\% of its fixed-charge magnitude, although the forces are equal. The figure belongs to this geometry, which is not an energy minimum, and to this short row: at the same $\mu$ it falls to 1.5\% for a row of 36 sites, and below 0.1\% for six sites at $R=1$ or $2$ bohr.

Moving the adatom from 4 to 5 bohr costs $\Delta\Omega=0.04238$ Ha at fixed $\mu$ and $\Delta A=0.04336$ Ha at fixed charge. Each value equals minus the integral of the corresponding force. At fixed $\mu$ the electron number rises by $0.1270$; at fixed charge the chemical potential falls by $0.0154$ Ha. If $A_N$ is taken as linear between the two electron numbers, the integral in (\ref{eq:finite}) is the area of a triangle:
\begin{equation}
\Delta A-\Delta\Omega\approx\tfrac12\times0.0154\times0.1270=0.00098\ \text{Ha},
\label{eq:triangle}
\end{equation}
which matches the difference of the two computed costs.

Finally, let the chemical potential be held relative to the potential at a point 6 bohr above the plane, below the end of the row. At $R=4$ bohr this reference changes by $0.00331$ Ha/bohr as the adatom moves. By (\ref{eq:moving}), minus the slope of $A-\mu N$ becomes
\begin{equation}
-0.05957+7.4434\times0.00331=-0.0349\ \text{Ha/bohr},
\label{eq:movingNumber}
\end{equation}
while the force on the adatom is still $-0.05957$ Ha/bohr. A small drift of the reference has a large effect here because it is multiplied by the full electron number. If electrons are counted from neutrality, with $A-\mu(N-7)$ in place of $A-\mu N$, the factor is the excess $0.4434$ and minus the slope is $-0.0581$ Ha/bohr. The numerical check tests this relation, together with the equality of the forces.

\section*{Values computed for the example and the checks}
\begin{verbatim}
electrode sites: 6; spacing 5.0 bohr; height 12.0 bohr
hopping 0.1 Ha at 5.0 bohr, decay length 2.0 bohr
repulsion 0.02 Ha at 5.0 bohr, decay length 1.0 bohr
on-site energies: electrode -0.2 Ha, adatom -0.25 Ha
core charge per site 1.0 e; Coulomb softening 2.5 bohr
kT = 0.01 Ha (T = 3158 K)
adatom distance R = 4.0 bohr; imposed mu = -0.1 Ha
neutral electron number: 7.0 electrons
mu of neutral system: -0.155905 Ha
matching electron number N(mu,R): 7.443400 electrons
mu recovered at that fixed N: -0.100000 Ha
fixed N = 5.0 electrons: mu = -0.488088 Ha
fixed N = 6.0 electrons: mu = -0.322003 Ha
fixed N = 7.0 electrons: mu = -0.155905 Ha
fixed N = 8.0 electrons: mu = -0.031171 Ha
fixed N = 9.0 electrons: mu = 0.092975 Ha
Mermin free energy A: -2.22356712 Ha
grand potential, fixed-mu calculation: -1.47922713 Ha
grand potential, minimum of A - mu N over N: -1.47922713 Ha
minimising N: 7.44340 electrons
force from Omega at fixed mu: -0.05956541 Ha/bohr
force from A at fixed N: -0.05956541 Ha/bohr
force from explicit expression: -0.05956541 Ha/bohr
same force converted: -3.06298 eV/angstrom
force at neutral charge: -0.06617999 Ha/bohr
dN/dR at fixed mu: 0.131094 electrons/bohr
-dA/dR at fixed mu (not the force): -0.04645606 Ha/bohr
-dE/dR at fixed N (not the force): -0.06618493 Ha/bohr
T dS/dR at fixed N: 0.00661952 Ha/bohr
A_NN: 0.124589 Ha/electron^2
capacitance 1/A_NN: 8.02642 electron^2/Ha
A_RN: -0.016333 Ha/(bohr electron)
curvature at fixed N: -0.036321 Ha/bohr^2
curvature at fixed mu: -0.038462 Ha/bohr^2
end of path R: 5.0 bohr
N at end of fixed-mu path: 7.570439 electrons
mu at end of fixed-N path: -0.115402 Ha
Omega change at fixed mu: 0.04237796 Ha
minus integrated force at fixed mu: 0.04237796 Ha
A change at fixed N: 0.04335508 Ha
minus integrated force at fixed N: 0.04335508 Ha
probe point: x = 12.5 bohr, height = 6.0 bohr
dv_ref/dR with mu - v_ref fixed: 0.00330808 Ha/bohr
-d(A - mu N)/dR with mu - v_ref fixed: -0.03494204 Ha/bohr
Fock test: kT = 0.05 Ha, on-site U = 0.4 Ha, mean N = 1.0, R = 4.0 bohr
Fock test mu: -0.018956 Ha
Fock electronic force, fixed mu: -0.08134945 Ha/bohr
Fock electronic force, fixed mean N: -0.08134945 Ha/bohr
Fock electronic force, strictly integer N: -0.08221093 Ha/bohr
\end{verbatim}
